\section*{Kissinger Relation for a Single Silicidation Step and Its Ramp-Rate Shift, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the rate peak and how the ramp moves it}

Q: You heat a metal film on silicon at a steady rate, watch it turn into silicide, and read an activation energy from the temperature at which the change is fastest. That temperature depends on how fast you heat. How can it tell you anything about the reaction?

A: The way it depends on the heating rate carries the information. To see how, we need a definite model. Let the film temperature follow a linear ramp,
\begin{equation}
T(t)=T_0+\beta t ,\qquad \beta>0,
\end{equation}
and let $x$ be the fraction of the film that has been converted. A single thermally activated step has the rate constant
\begin{equation}
k(T)=k_0\,e^{-E/k_BT}=k_0\,e^{-\Theta/T},\qquad \Theta=\frac{E}{k_B},
\end{equation}
with $E$ and $k_0$ independent of temperature. I measure temperatures in K, ramp rates in K/s and energies in eV, which suit a heating experiment better than atomic units do.

Q: A rate constant is not yet a rate. What multiplies it?

A: That is a separate assumption, and it matters. Take first a film made of many small regions. Each waits for one activated event, such as the nucleation of the new phase, and then converts promptly. The regions do not influence one another, and an unconverted region has the probability $k\,dt$ of its event in the time $dt$, however long it has waited. If $N_u$ of $N$ equal regions are unconverted, then on average $dN_u=-kN_u\,dt$. With $x=1-N_u/N$ this becomes
\begin{equation}
\frac{dx}{dt}=k(T)\,(1-x).
\end{equation}
This is first-order conversion. The number of regions must be large enough for fluctuations about the average to be negligible, and the reverse reaction is left out.

Q: A silicide often grows as a flat layer instead. That is not your equation.

A: It is not, and a flat layer needs its own derivation, which the second half gives. Until then every statement refers to first-order conversion.

Q: Very well. Why should the rate have a peak at all, and why one peak and not several?

A: Since $dT/dt=\beta$, the rate per kelvin is
\begin{equation}
r(T)\equiv\frac{dx}{dT}=\frac{dx/dt}{dT/dt}=\frac{k(T)}{\beta}\,(1-x).
\end{equation}
On a given ramp $\beta$ is constant, so $r$ and $dx/dt$ peak at the same temperature. It is easiest to differentiate the logarithm, $\ln r=\ln k-\ln\beta+\ln(1-x)$. From $\ln k=\ln k_0-\Theta/T$ we have $d\ln k/dT=\Theta/T^2$. The last term contributes
\begin{equation}
\frac{d\ln(1-x)}{dT}=-\frac{1}{1-x}\frac{dx}{dT}
=-\frac{1}{1-x}\,\frac{k}{\beta}(1-x)=-\frac{k}{\beta}.
\end{equation}
Therefore
\begin{equation}
\frac{d\ln r}{dT}=\frac{\Theta}{T^2}-\frac{k(T)}{\beta}.
\end{equation}
The first term is the gain from heating and the second is the loss from using up unconverted film. As $T$ rises, the first term falls and $k$ rises, so the difference decreases strictly. It is positive at low temperature, where $\Theta/T^2$ grows without limit while $k$ vanishes. It is negative at high temperature, where $\Theta/T^2$ vanishes while $k$ tends to $k_0$. It thus passes through zero once, from positive to negative, and that zero is a maximum of $r$. Call its temperature $T_p$. The ramp has to start below $T_p$; if it starts above, the rate falls from the outset and no peak is seen.

Q: The converted fraction has vanished from your condition. Surely a film that is already partly converted peaks somewhere else?

A: In this model it does not. The factor $1-x$ cancelled because the rate is proportional to what remains. Prior conversion multiplies the whole rate curve by a constant: the peak is lower but stays at the same temperature. This would fail if the regions converted earlier were the easy ones, since the remainder would then have a different $k$.

Q: Then write down the peak condition and show me the activation energy in it.

A: Setting the logarithmic derivative to zero gives
\begin{equation}
\frac{\beta\Theta}{T_p^2}=k(T_p)=k_0\,e^{-\Theta/T_p}.
\end{equation}
The left side is the relative rate at which heating increases $k$, because $d\ln k/dt=\beta\,d\ln k/dT=\beta\Theta/T^2$. The peak comes when the rate constant has caught up with its own relative growth rate. Dividing by $\Theta$ and taking logarithms,
\begin{equation}
\ln\frac{\beta}{T_p^2}=\ln\frac{k_0}{\Theta}-\frac{\Theta}{T_p}.
\end{equation}
This is the Kissinger relation. Several ramps, plotted as $\ln(\beta/T_p^2)$ against $1/T_p$, give a straight line of slope $-\Theta=-E/k_B$. No approximation was made after the model was fixed, so the line is exactly straight for first-order conversion with constant $E$ and $k_0$.

Q: You have taken the logarithm of a quantity with units.

A: Both $\beta/T_p^2$ and $k_0/\Theta$ have the unit K$^{-1}$\,s$^{-1}$. The logarithms are of their numerical values in K and s. Another choice of units would add the same constant to both sides and leave the slope in $1/T_p$ unchanged if the kelvin is kept.

Q: The unknown $T_p$ appears on both sides. Can you predict it, or can you just fit it?

A: It can be predicted. Put $y_p=\Theta/T_p$, the activation energy in units of the thermal energy at the peak. Then $\Theta/T_p^2=y_p^2/\Theta$, and the peak condition becomes $\beta y_p^2/\Theta=k_0e^{-y_p}$, or
\begin{equation}
y_p^2\,e^{y_p}=\frac{k_0\Theta}{\beta}.
\end{equation}
Take the positive square root and halve it:
\begin{equation}
\frac{y_p}{2}\,e^{y_p/2}=\frac12\sqrt{\frac{k_0\Theta}{\beta}} .
\end{equation}
The Lambert function $W(z)$ is defined by $W e^{W}=z$. For positive $z$ there is one real solution, on the principal branch. Hence $y_p=2W$ and
\begin{equation}
T_p=\frac{\Theta}{2\,W\!\left(\tfrac12\sqrt{k_0\Theta/\beta}\right)} .
\end{equation}

Q: Put numbers in. I want to see the size of these things.

A: Take round model parameters that belong to no particular material: $E=1.8$ eV and $k_0=10^{11}$ s$^{-1}$. Then
\begin{equation}
\Theta=\frac{1.8\ \text{eV}}{8.617333\times10^{-5}\ \text{eV/K}}=20888\ \text{K}.
\end{equation}
For $\beta=1$ K/s the right side of the equation for $y_p$ is $10^{11}\times20888=2.089\times10^{15}$, whose logarithm is 35.28. The solution is $y_p=28.57$, since $28.57+2\ln 28.57=35.28$. The peak lies at
\begin{equation}
T_p=\frac{20888\ \text{K}}{28.57}=731.1\ \text{K}\quad(458\,^\circ\text{C}).
\end{equation}
The rate constant there is $\beta y_p/T_p=28.57/731.1=0.0391$ s$^{-1}$, so a region would wait about 26 s on average if the temperature were held at that value.

Q: You have solved your own equation. That does not show that the film does this.

A: It does not show that a real film obeys the model. Whether the formula describes the model can be tested. The rate equation was integrated in small temperature steps from 300 K, and the maximum was located on the resulting rate curve without using the peak condition. For ramps of 0.1, 1, 10 and 100 K/s the two peak temperatures agree within 0.001 K, and each curve has a single maximum. A film that starts 40\,\% converted was also integrated at 1 K/s. Its peak is again at 731.1 K.

Q: Now the ramp rate. Does faster heating raise or lower the peak temperature?

A: It raises it. Write the Kissinger relation as $\ln\beta=2\ln T_p-\Theta/T_p+\ln(k_0/\Theta)$ and differentiate with respect to $T_p$:
\begin{equation}
\frac{d\ln\beta}{dT_p}=\frac{2}{T_p}+\frac{\Theta}{T_p^2}=\frac{\Theta+2T_p}{T_p^2}.
\end{equation}
The inverse is
\begin{equation}
\frac{dT_p}{d\ln\beta}=\frac{T_p^2}{\Theta+2T_p}=\frac{k_BT_p^2}{E+2k_BT_p}>0 .
\end{equation}
At a given temperature a faster ramp increases $k$ at a larger relative rate, $\beta\Theta/T^2$, while the relative loss by depletion is still $k$. The rate constant must therefore be larger before depletion overtakes heating.

Q: How large is the shift?

A: At 1 K/s the formula gives
\begin{equation}
\frac{dT_p}{d\ln\beta}=\frac{(731.1)^2}{20888+2\times731.1}\ \text{K}=23.9\ \text{K}.
\end{equation}
A tenfold change in $\beta$ changes $\ln\beta$ by 2.303, so this slope corresponds to 55 K per decade. A finite difference of numerically integrated peaks gives the same 23.9 K. The four ramps give

\begin{center}
\begin{tabular}{cccc}
$\beta$ (K/s) & $T_p$ (K) & $1000/T_p$ (K$^{-1}$) & $\ln(\beta/T_p^2)$\\
0.1 & 679.8 & 1.4711 & $-15.346$\\
1 & 731.1 & 1.3678 & $-13.189$\\
10 & 790.5 & 1.2650 & $-11.043$\\
100 & 859.9 & 1.1629 & $-8.909$
\end{tabular}
\end{center}

Q: The steps are 51, 59 and 69 K. You promised 55 K per decade.

A: The 55 K is the slope at one point, and the slope grows with temperature. Differentiating it once more,
\begin{equation}
\frac{d}{dT}\,\frac{T^2}{\Theta+2T}
=\frac{2T(\Theta+2T)-2T^2}{(\Theta+2T)^2}
=\frac{2T\Theta+2T^2}{(\Theta+2T)^2}>0 .
\end{equation}
The curve of $T_p$ against $\ln\beta$ therefore bends upward and lies above its tangent. From 1 to 100 K/s the tangent predicts a shift of 110 K, while the full shift is 129 K.

Q: Then for two widely different ramps I should not use the slope. What should I use?

A: Subtract the Kissinger relation for ramp 1 from that for ramp 2. The unknown $k_0$ drops out:
\begin{equation}
\ln\frac{\beta_2}{\beta_1}-2\ln\frac{T_2}{T_1}
=\Theta\left(\frac1{T_1}-\frac1{T_2}\right),
\end{equation}
where $T_1$ and $T_2$ are the peak temperatures. For 1 and 100 K/s the left side is $4.605-0.325=4.280$. The difference of inverse temperatures is $(1.36779-1.16286)\times10^{-3}=2.0493\times10^{-4}$ K$^{-1}$. The quotient is $2.089\times10^4$ K, which is $E=1.80$ eV.

Q: The term with $T_2/T_1$ is small. May I drop it and plot $\ln\beta$ alone?

A: You may, but the slope then means something else. Since $d(1/T_p)=-dT_p/T_p^2$,
\begin{equation}
\frac{d\ln\beta}{d(1/T_p)}=-T_p^2\,\frac{\Theta+2T_p}{T_p^2}=-(\Theta+2T_p).
\end{equation}
Reading this slope as $-E/k_B$ overestimates the energy by $2k_BT_p$, which is 0.126 eV at 1 K/s. A straight-line fit of $\ln\beta$ to the four integrated peaks gives 1.93 eV, which is 7.3\,\% above the input. With the factor $T_p^2$ included, the fit returns 1.800 eV.

Q: And the prefactor? Is the intercept as good as the slope?

A: For exact data it is: the same fit returns $k_0=1.000\times10^{11}$ s$^{-1}$. For measured data it is far more fragile. Solve the peak condition for $k_0$:
\begin{equation}
k_0=\frac{\beta\Theta}{T_p^2}\,e^{\Theta/T_p},\qquad
\frac{\partial\ln k_0}{\partial\ln\Theta}\bigg|_{T_p}=1+\frac{\Theta}{T_p}=1+y_p .
\end{equation}
With $y_p=28.57$, an energy that is 1\,\% too high makes $\ln k_0$ too large by about 0.30, so $k_0$ is too large by a factor of about 1.3.

\section*{Second half: conversion at the peak, and flat silicide layers}

Q: Before you turn to layers, remind me what we have.

A: The film is heated at the rate $\beta$, $x$ is the converted fraction, and $k=k_0e^{-\Theta/T}$ with $\Theta=E/k_B$. We write $y=\Theta/T$. For first-order conversion, $dx/dt=k(1-x)$, the rate peaks at $T_p$, where
\begin{equation}
\frac{k(T_p)\,T_p^2}{\beta\Theta}=1 ,
\end{equation}
which is the Kissinger relation before taking logarithms. The example has $E=1.8$ eV, $k_0=10^{11}$ s$^{-1}$ and $\Theta=20888$ K, with $T_p=731.1$ K and $y_p=28.57$ at 1 K/s. There $dT_p/d\ln\beta=T_p^2/(\Theta+2T_p)=23.9$ K.

Q: How much of the film has been converted at the peak? Half?

A: Rather more. Separate the variables: $dx/(1-x)=(k/\beta)\,dT$. For a film that starts unconverted,
\begin{equation}
-\ln(1-x)=\theta(T),\qquad
\theta(T)=\frac1\beta\int_0^T k(T')\,dT' .
\end{equation}
I call $\theta$ the thermal dose. The integral should start at $T_0$, not at zero, but the part below $T_0=300$ K is of order $10^{-19}$ at 1 K/s and can be dropped.

Q: That integral has no elementary form, has it?

A: No, but one standard function is enough. Substitute $s=\Theta/T'$, so that $dT'=-\Theta\,ds/s^2$, and then integrate by parts:
\begin{align}
\int_0^T e^{-\Theta/T'}dT'
&=\Theta\int_y^\infty\frac{e^{-s}}{s^2}\,ds \nonumber\\
&=\Theta\left[\frac{e^{-y}}{y}-E_1(y)\right],\qquad
E_1(y)=\int_y^\infty\frac{e^{-s}}{s}\,ds .
\end{align}
Since $\Theta=(T^2/\Theta)\,y^2$, we can take out the factor $(T^2/\Theta)e^{-y}$ and write
\begin{equation}
\theta(T)=\frac{k(T)\,T^2}{\beta\Theta}\,h(y),\qquad
h(y)=y^2e^y\int_y^\infty\frac{e^{-s}}{s^2}ds=y-y^2e^yE_1(y).
\end{equation}

Q: What does $h$ look like? I cannot judge a difference of two large terms.

A: Integrate by parts three times, each time integrating $e^{-s}$:
\begin{equation}
\int_y^\infty\frac{e^{-s}}{s^2}ds
=e^{-y}\left(\frac1{y^2}-\frac2{y^3}+\frac6{y^4}\right)
-24\int_y^\infty\frac{e^{-s}}{s^5}ds .
\end{equation}
The last integral is positive and smaller than $e^{-y}/y^5$. Multiplication by $y^2e^y$ gives
\begin{equation}
h(y)=1-\frac2y+\frac6{y^2}-R,\qquad 0<R<\frac{24}{y^3}.
\end{equation}
For a large barrier $h$ is a little below one.

For first-order conversion, the rate peak obeys the Kissinger relation exactly, and the thermal dose has been written with a factor $h(y)$ that is a little below one for a large barrier. It remains to bound $h$ for every $y$, to find the conversion at the peak, and to see how the plot fares for flat silicide layers and for an energy that varies with temperature.

Numbers in the example were calculated in double precision.
